Piezoresistance of n-type silicon from strain-induced valley repopulation, part 1

(Sections cited here and not found follow in the second part.)

## 1. A special case: one pair of valleys emptied

The conduction electrons of silicon sit in six valleys, two on each of the cubic axes x, y and z. An electron in a valley on the x axis responds weakly to an electric field along x and strongly to a field along y or z. Call its mobilities μ_l (along the axis of its valley, "longitudinal") and μ_t (across it, "transverse"), with

K = μ_t/μ_l > 1.

In the unstrained crystal each pair of valleys holds one third of the electron density n. For a current along x, the x pair contributes with μ_l and the other two pairs with μ_t, so the conductivity is

σ₀ = (n/3)e μ_l + (2n/3)e μ_t = ne(μ_l + 2μ_t)/3.

By symmetry it is the same along y and z. The elementary charge e is taken positive throughout.

Now suppose that a strong tension along x has raised the x pair so far in energy that it is empty. The electrons are shared equally by the y and z pairs. Along x every electron has mobility μ_t, so σ_xx = neμ_t, and the resistivity relative to its unstrained value ρ₀ = 1/σ₀ is

ρ_xx/ρ₀ = (μ_l + 2μ_t)/(3μ_t) = (2K + 1)/(3K).

This is below 1 because 2K + 1 < 3K when K > 1. Along y, half of the electrons have mobility μ_l and half have μ_t, so σ_yy = ne(μ_l + μ_t)/2 and

ρ_yy/ρ₀ = 2(μ_l + 2μ_t)/[3(μ_l + μ_t)] = 2(2K + 1)/[3(K + 1)].

This is above 1, because 4K + 2 > 3K + 3 when K > 1. Tension therefore lowers the resistivity along the stress and raises it across the stress. No electron has been added or removed, and the mobilities within a valley have not changed. The electrons have moved between valleys that conduct differently in a given direction.

A weak stress moves a few electrons instead of all of them. The task is to find how many, and what follows for every direction of stress and current.

## 2. Conventions and assumptions

Stress is written X_ab and is positive in tension. Strain is the symmetric tensor ε_ab, with trace tr ε = ε_xx + ε_yy + ε_zz. All axes are the cubic axes unless stated otherwise.

Pairs of indices are abbreviated as 1 = xx, 2 = yy, 3 = zz, 4 = yz, 5 = xz, 6 = xy. The piezoresistance coefficients π_ab are defined by the linear response of the resistivity tensor,

δρ_a/ρ₀ = Σ_b π_ab X_b,   a, b = 1, …, 6,   (1)

where ρ₄ = ρ_yz and X₄ = X_yz, without factors of 2. The symbol π with two indices is a coefficient with the unit 1/Pa; without indices it is the usual number.

The full cubic symmetry of silicon leaves three independent coefficients:

- π₁₁: normal stress and current along the same cubic axis;
- π₁₂: normal stress along one cubic axis and current along another;
- π₄₄: shear stress X_yz and the off-diagonal resistivity ρ_yz.

The definition concerns resistivity. The resistance of a bar also changes because the bar becomes longer and thinner, and that geometrical part is not included.

The model rests on these assumptions:

1. The electrons are nondegenerate: their occupation follows the Maxwell–Boltzmann law.
2. The total density n is fixed. This describes ionized donors as the source of the electrons, with the small change of crystal volume neglected.
3. Strain shifts each valley rigidly in energy and leaves its effective masses unchanged.
4. The relaxation time τ is a function of the energy measured from the minimum of the electron's own valley, and strain does not change this function.

The result is the repopulation part of the piezoresistance to first order in stress:

π₁₁ = −(2/3) [Ξ_u(S₁₁ − S₁₂)/(k_BT)] (K − 1)/(2K + 1),
π₁₂ = −π₁₁/2,
π₄₄ = 0.   (2)

Here Ξ_u is the uniaxial deformation potential, S₁₁ and S₁₂ are elastic compliances, k_B is Boltzmann's constant and T is the temperature. The proportionality to Ξ_u/(k_BT) is understood at fixed compliances and fixed K.

## 3. How strain shifts a valley

Take the valley on the positive z axis. To first order, its minimum moves by a linear function of the strain,

δE_z = Σ_ab D_ab ε_ab.   (3)

Since ε is symmetric, D can be taken symmetric as well. It then has six components, and crystal symmetry reduces them to two.

Silicon has a fourfold symmetry operation about z. It may be accompanied by a translation through a fraction of the lattice period, but a translation affects neither a homogeneous strain nor an energy. The rotation takes a vector (v_x, v_y, v_z) to (−v_y, v_x, v_z) and leaves the z valley in place. The strain ε and the rotated strain ε′ must therefore shift this valley equally. The components of the rotated strain follow from those of the vector:

ε′_xx = ε_yy,   ε′_yy = ε_xx,   ε′_zz = ε_zz,
ε′_xy = −ε_xy,   ε′_xz = −ε_yz,   ε′_yz = ε_xz.

Equate the two shifts and compare coefficients:

- The terms in ε_xx and ε_yy give D_xx = D_yy.
- The term in ε_xy gives D_xy = −D_xy, hence D_xy = 0.
- The term in ε_xz gives D_xz = D_yz, and the term in ε_yz gives D_yz = −D_xz. Together they require D_xz = D_yz = 0.

What remains is δE_z = D_xx(ε_xx + ε_yy) + D_zz ε_zz. With the names Ξ_d = D_xx and Ξ_u = D_zz − D_xx this becomes

δE_z = Ξ_d tr ε + Ξ_u ε_zz.

The valley on the negative z axis has the same shift, because inversion exchanges the two valleys and leaves the strain tensor unchanged. The other pairs follow from the cubic rotations that exchange the axes. For i = x, y, z,

δE_i = Ξ_d tr ε + Ξ_u ε_ii.   (4)

There is no sum over i in ε_ii. The first term moves all six valleys together. The second separates the pairs, and only the stretch along the valley's own axis enters it. A shear strain in the cubic axes does not appear at first order.

## 4. From stress to strain

The strain follows from Hooke's law. For a cubic crystal the normal components obey

X_xx = C₁₁ε_xx + C₁₂(ε_yy + ε_zz),

and the two equations obtained by exchanging the axes, where C₁₁ and C₁₂ are stiffnesses. In terms of compliances the same law reads

ε_xx = S₁₁X_xx + S₁₂(X_yy + X_zz),   (5)

again with its two partners.

The relative shift of two valley pairs depends on a difference of normal strains. Subtracting the stiffness equations for x and y gives

X_xx − X_yy = (C₁₁ − C₁₂)(ε_xx − ε_yy),

because the terms in ε_zz cancel. Subtracting the corresponding compliance equations gives

ε_xx − ε_yy = (S₁₁ − S₁₂)(X_xx − X_yy).

The two relations hold for the same strains and stresses, so

S₁₁ − S₁₂ = 1/(C₁₁ − C₁₂).   (6)

For a single stress X along x, equations (4) and (5) put the x pair above the y and z pairs by

Δ = δE_x − δE_y = Ξ_u(S₁₁ − S₁₂)X.   (7)

With Ξ_u > 0 and C₁₁ > C₁₂, tension makes Δ positive.

A shear stress X_yz in a cubic crystal produces the shear strain ε_yz = X_yz/(2C₄₄) and no normal strain. The factor 2 appears because C₄₄ is defined with the engineering shear strain 2ε_yz.

## 5. The mobility of one valley

Repopulation is the whole effect only if a shift of the valley leaves its mobilities alone. This has to be shown for the stated form of τ.

Let q be the wave vector measured from the valley minimum. With effective mass m_a along axis a, the energy above the minimum and the velocity are

E = Σ_a ħ²q_a²/(2m_a),   v_a = ħq_a/m_a.

Apply a weak electric field F along a. The force on an electron is −eF. In the steady state the Boltzmann equation with relaxation time τ(E) is

(−eF/ħ) ∂f₀/∂q_a = −(f − f₀)/τ,

where f₀ is the equilibrium occupation and terms of order F² are dropped. Since ∂f₀/∂q_a = ħv_a ∂f₀/∂E,

f − f₀ = eFτ v_a ∂f₀/∂E.

The current density of the valley is −e times the sum of v_a over occupied states, with two spin states for each q. The part with f₀ carries no current, so the conductivity of the valley along a is

σ_a = 2e² ∫ d³q/(2π)³ τ v_a² (−∂f₀/∂E).   (8)

An off-diagonal component would contain v_a v_b with a ≠ b. This product is odd in q_a while the rest of the integrand is even, so the component vanishes.

For nondegenerate electrons with chemical potential ζ and valley minimum E_i,

f₀ = exp[(ζ − E_i)/(k_BT)] exp[−E/(k_BT)],   −∂f₀/∂E = f₀/(k_BT).

The density in the valley is 2∫d³q/(2π)³ f₀. The mobility is the conductivity divided by e times this density. The factor exp[(ζ − E_i)/(k_BT)] stands in both integrals and cancels:

μ_a = (e/k_BT) ∫d³q τ v_a² e^(−E/k_BT) / ∫d³q e^(−E/k_BT).   (9)

Neither the position of the valley nor its population is left in μ_a. This is the cancellation on which the repopulation picture rests.

To evaluate (9), set q_a = √m_a p_a. Then E = ħ²p²/2 depends on the length of p alone, and v_a² = ħ²p_a²/m_a. Averaging over the directions of p replaces p_a² by p²/3 = 2E/(3ħ²), hence v_a² by 2E/(3m_a). The volume element p²dp is proportional to √E dE. Therefore

μ_a = (e/m_a) [2/(3k_BT)] ∫τE^(3/2)e^(−E/k_BT)dE / ∫E^(1/2)e^(−E/k_BT)dE.

An integration by parts gives ∫E^(3/2)e^(−E/k_BT)dE = (3/2)k_BT ∫E^(1/2)e^(−E/k_BT)dE. The prefactor is thereby absorbed, and

μ_a = e⟨τ⟩/m_a,   ⟨τ⟩ = ∫τE^(3/2)e^(−E/k_BT)dE / ∫E^(3/2)e^(−E/k_BT)dE.   (10)

For a power law τ = τ₀(E/k_BT)^r with r > −5/2, both integrals are gamma functions:

⟨τ⟩ = τ₀ Γ(5/2 + r)/Γ(5/2).   (11)

The average ⟨τ⟩ is the same for both mobilities, so K = μ_t/μ_l = m_l/m_t for every such r, where m_l and m_t are the masses along and across the valley axis. If scattering itself depended on direction, K would in general differ from the mass ratio. The later formulas use K, the ratio of mobilities, and would keep their form as long as strain leaves both mobilities unchanged.

## 6. Repopulation at fixed density

Let n_x, n_y and n_z be the electron densities in the three pairs of valleys. The masses are equal in all valleys up to orientation, so the pairs have the same density of states, and their populations differ by Boltzmann factors alone:

n_i = n exp(−δE_i/k_BT) / Σ_j exp(−δE_j/k_BT).   (12)

The denominator enforces n_x + n_y + n_z = n. For small shifts, let δĒ = (δE_x + δE_y + δE_z)/3 be their mean. The numerator becomes 1 − δE_i/(k_BT) and the denominator 3[1 − δĒ/(k_BT)]. To first order

n_i = (n/3)[1 − (δE_i − δĒ)/(k_BT)].

From (4), the mean is δĒ = Ξ_d tr ε + Ξ_u tr ε/3. The dilatational term cancels in the difference, and the change δn_i = n_i − n/3 is

δn_i/(n/3) = −[Ξ_u/(k_BT)] (ε_ii − tr ε/3).   (13)

Two features of the result are already present. The constant Ξ_d has dropped out, because a common shift of all valleys is compensated by the chemical potential when n is fixed. The strength is set by Ξ_u/(k_BT), because a valley loses a noticeable part of its electrons when its shift is comparable with the thermal energy.

For stress X along x, equation (5) gives

ε_xx − tr ε/3 = (2ε_xx − ε_yy − ε_zz)/3 = (2/3)(S₁₁ − S₁₂)X,
ε_yy − tr ε/3 = (2ε_yy − ε_xx − ε_zz)/3 = −(1/3)(S₁₁ − S₁₂)X.

With Δ from (7), the transfers are

δn_x = −(2n/9) Δ/(k_BT),   δn_y = δn_z = +(n/9) Δ/(k_BT).   (14)

They add to zero. The x pair loses twice what each of the other pairs gains.

# Second half: the coefficients and their range

The second half uses the following symbols and results. The valley pairs i = x, y, z hold densities n_i with fixed sum n, and each pair holds n/3 without strain. The mobility is μ_l along a valley's axis and μ_t across it, with K = μ_t/μ_l. Stress X_ab is positive in tension, and ε_ab is the strain. A stress X along x raises the x pair above the others by Δ = Ξ_u(S₁₁ − S₁₂)X, with S₁₁ − S₁₂ = 1/(C₁₁ − C₁₂). The population changes are

δn_i/(n/3) = −[Ξ_u/(k_BT)] (ε_ii − tr ε/3),

and the mobilities do not change. The unstrained conductivity is σ₀ = ne(μ_l + 2μ_t)/3 = 1/ρ₀.

## 7. The resistivity change

For current along a cubic axis a, the pair on that axis has mobility μ_l and the rest of the electrons have μ_t:

σ_aa = e[n_a μ_l + (n − n_a)μ_t] = e[nμ_t − (μ_t − μ_l)n_a].

With n fixed, the first-order change is

δσ_aa = −e(μ_t − μ_l) δn_a.   (15)

The off-diagonal components of σ remain zero because every valley's conductivity tensor is diagonal in the cubic axes. The resistivity is the inverse tensor. For σ = σ₀ + δσ its first-order change is δρ = −δσ/σ₀², so δρ/ρ₀ = −δσ/σ₀. Hence

δρ_aa/ρ₀ = e(μ_t − μ_l)δn_a / [ne(μ_l + 2μ_t)/3]
 = [(μ_t − μ_l)/(μ_l + 2μ_t)] δn_a/(n/3).

Dividing numerator and denominator of the bracket by μ_l gives the anisotropy factor

A = (K − 1)/(2K + 1).   (16)

Inserting the population change, one obtains for any small strain

δρ_aa/ρ₀ = −A [Ξ_u/(k_BT)] (ε_aa − tr ε/3),   δρ_ab = 0 for a ≠ b.   (17)

All three coefficients follow from this equation.

**Stress and current along x.** Here ε_xx − tr ε/3 = (2/3)(S₁₁ − S₁₂)X. Division by X gives

π₁₁ = −(2/3) [Ξ_u(S₁₁ − S₁₂)/(k_BT)] (K − 1)/(2K + 1).   (18)

Equation (17) gives the resistivity change for any small strain, and (18) gives the coefficient π₁₁ for stress and current along the same cubic axis. What remains is to find π₁₂ and π₄₄, to treat other stress directions, finite tension and heavy doping, and to work through a numerical example and the limits of the model.
